**Numerical test of the erfc Coulomb kernel and its effect on mesh sums for the gap**

The program tests $v(q)=(4\pi C/q^2)[1-e^{-q^2/4\omega^2}]$ and $v(0)=\pi C/\omega^2$, where $C=e^2/4\pi\varepsilon_0$ and $\omega$ is the range parameter. It asserts agreement with radial quadrature at four nonzero wavevectors and with the radial moments that fix the value and curvature at $q=0$. For a model cubic insulator with lattice constant $a$, it asserts that the small-wavevector overlaps follow perturbation theory. Exchange sums on $n\times n\times n$ meshes are compared with a real-space calculation that has no singular term. The assertions cover the fast convergence of the screened sum with $v(0)$ kept, the error from dropping $v(0)$, and the Madelung law for the bare kernel. At $n=8$ the gap errors are 0.03 meV, −15.6 meV and −394.1 meV for these three treatments. The output also shows that a range parameter four times smaller gives an error of 1460 meV at $n=4$, even with the zero term kept. The sizes printed for neglected effects are estimates, some with rough oxide parameters, and are not asserted.

## Verification by program

```python
"""
Result under test: the Fourier transform of  C erfc(w r)/r  is
    v(q) = C (4 pi/q^2) [1 - exp(-q^2/(4 w^2))],   v(0) = C pi/w^2,
and this finite v(0) makes k-mesh sums for the exchange part of an insulator's
gap converge rapidly, while the bare Coulomb kernel leaves an error of order 1/n.
Symbols: C = e^2/(4 pi eps0) in eV nm, w = range parameter in 1/nm,
a = lattice constant in nm, n = k points per axis, alpha = exchange fraction.
Model crystal: V = -V0 [cos(2 pi x/a) + cos(2 pi y/a) + cos(2 pi z/a)],
lowest band doubly occupied. Exchange is taken to first order on fixed orbitals.
Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import erfc

pi = np.pi
C = sc.e / (4 * pi * sc.epsilon_0) * 1e9
hb2m = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
bohr = sc.physical_constants["Bohr radius"][0] * 1e9
rydberg = sc.physical_constants["Rydberg constant times hc in eV"][0]

a, V0, alpha = 0.32, 7.0, 0.25
w = 0.11 / bohr
volume = a**3
edge = pi / a
v0 = C * pi / w**2


def kernel(q2, rng, zero):
    """Coulomb kernel (rng = 0) or erfc kernel; 'zero' is the value used at q = 0."""
    safe = np.where(q2 == 0, 1.0, q2)
    shape = 1.0 if rng == 0 else -np.expm1(-safe / (4 * rng**2))
    return np.where(q2 == 0, zero, 4 * pi * C / safe * shape)


# ---- Fourier transform against direct radial quadrature ----
for ratio in (0.1, 1.0, 3.0, 8.0):
    q = ratio * w
    radial = quad(lambda r: np.sin(q * r) * erfc(w * r), 0, 8 / w,
                  limit=400, epsabs=1e-13, epsrel=1e-11)[0]
    assert abs(4 * pi * C / q * radial / kernel(q * q, w, v0) - 1) < 1e-7
moment1 = quad(lambda r: r * erfc(w * r), 0, 8 / w, epsabs=1e-14)[0]
moment3 = quad(lambda r: r**3 * erfc(w * r), 0, 8 / w, epsabs=1e-14)[0]
v0_quadrature = 4 * pi * C * moment1
assert abs(v0_quadrature / v0 - 1) < 1e-8
# the q^2 coefficient from the third radial moment
assert abs((-4 * pi * C * moment3 / 6) / (-v0 / (8 * w**2)) - 1) < 1e-7

# ---- one-dimensional Bloch states in plane waves ----
g_index = np.arange(-12, 13)
g_vec = 2 * pi / a * g_index
coupling = -V0 / 2 * (np.abs(g_index[:, None] - g_index[None, :]) == 1)


def bloch(k):
    k = np.atleast_1d(k)
    h = np.zeros((len(k), len(g_vec), len(g_vec))) + coupling
    i = np.arange(len(g_vec))
    h[:, i, i] += hb2m * (k[:, None] + g_vec)**2
    return np.linalg.eigh(h)


def overlaps(k, kappa):
    """Overlap of the four lowest states at k with the occupied band at k + kappa."""
    states = bloch(k)[1][0][:, :4]
    return bloch(k + kappa)[1][:, :, 0] @ states


e_edge, c_edge = (z[0] for z in bloch(edge))
e_zero = bloch(0.0)[0][0]
bare_gap = e_edge[1] + 2 * e_zero[0] - 3 * e_edge[0]
scan = bloch(np.linspace(-edge, edge, 81))[0]
assert abs(scan[:, 1].min() + 2 * scan[:, 0].min() - 3 * scan[:, 0].max()
           - bare_gap) < 1e-9
assert bare_gap > 0

# ---- small-q overlaps against k.p perturbation theory ----
momentum = c_edge.T @ ((edge + g_vec) * c_edge[:, 0])
dipoles2 = (2 * hb2m * momentum[1:] / (e_edge[1:] - e_edge[0]))**2
g_metric, d2 = dipoles2.sum(), dipoles2[0]
small = 0.05
test_overlap = overlaps(edge, np.array([small]))[0]**2
assert abs((1 - test_overlap[0]) / (g_metric * small**2) - 1) < 2e-3
assert abs(test_overlap[1] / (d2 * small**2) - 1) < 2e-3


# ---- exchange on a k mesh, reciprocal space ----
def mesh_sum(n, rng, zero, factors):
    kappa = 2 * pi / (n * a) * np.arange(-5 * n, 5 * n + 1)
    s = kappa**2
    kern = kernel(s[:, None, None] + s[None, :, None] + s[None, None, :], rng, zero)
    at_edge, at_zero = overlaps(edge, kappa), overlaps(0.0, kappa)
    return [px @ ((kern @ pz) @ py) / (n * a)**3
            for px, py, pz in factors(at_edge, at_zero)]


def band_edges(at_edge, at_zero):
    pv, pc, p0 = at_edge[:, 0]**2, at_edge[:, 1]**2, at_zero[:, 0]**2
    return [(pv, pv, pv), (pc, p0, p0)]


def mesh_opening(n, rng, zero):
    valence, conduction = mesh_sum(n, rng, zero, band_edges)
    return alpha * (valence - conduction)


# ---- exchange in real space, without any q = 0 problem ----
cells, per_cell = 24, 96
dx = a / per_cell
x = dx * np.arange((cells + 1) * per_cell) - cells / 2 * a
start = cells // 2 * per_cell
separation = dx * (np.arange(cells * per_cell + 1) - start)


def wave(k, band):
    return np.exp(1j * np.outer(x, k + g_vec)) @ bloch(k)[1][0][:, band] / np.sqrt(a)


occupied = [wave(k, 0) for k in 2 * pi / (cells * a) * np.arange(cells)]


def exchange_hole(psi):
    total = np.zeros(len(separation))
    for phi in occupied:
        f = psi.conj() * phi
        total += np.correlate(f, f[start:start + per_cell], "valid").real
    return total * dx / cells


psi_v, psi_c, psi_0 = wave(edge, 0), wave(edge, 1), wave(0.0, 0)
hole_v, hole_c, hole_0 = map(exchange_hole, (psi_v, psi_c, psi_0))


def real_space(holes, rng):
    """Gaussian-integral form of erfc(rng r)/r; rng = 0 is the bare Coulomb case."""
    t_max = 0.8 / dx
    low = rng if rng > 0 else w / 4
    node, weight = np.polynomial.legendre.leggauss(60)
    span = np.log(t_max / low)
    t = low * np.exp(span * (node + 1) / 2)
    wt = weight * span / 2 * t
    if rng == 0:
        t = np.concatenate([low * (node + 1) / 2, t])
        wt = np.concatenate([weight * low / 2, wt])
    gauss = np.exp(-np.outer(t, separation)**2) if False else \
        np.exp(-(t[:, None] * separation[None, :])**2)
    product = np.prod([gauss @ h * dx for h in holes], axis=0)
    tail = pi * C * np.prod([h[start] for h in holes]) / t_max**2
    return C * 2 / np.sqrt(pi) * (wt @ product) + tail


valence_holes = (hole_v, hole_v, hole_v)
conduction_holes = (hole_c, hole_0, hole_0)


def real_opening(rng):
    return alpha * (real_space(valence_holes, rng) - real_space(conduction_holes, rng))


xv_sr, xc_sr = real_space(valence_holes, w), real_space(conduction_holes, w)
ref_sr, ref_full = real_opening(w), real_opening(0)


# ---- cubic Madelung constant by Gaussian regularization ----
def madelung(width):
    m = np.arange(-10, 11)
    q2 = (2 * pi)**2 * (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2)
    q2 = q2[q2 > 0]
    return (1 / np.sqrt(pi * width) + 4 * pi * width
            - np.sum(4 * pi * np.exp(-width * q2) / q2))


xi = madelung(0.01)
assert abs(xi - madelung(0.012)) < 1e-8

# ---- mesh errors of the gap opening for three treatments ----
meshes = (2, 3, 4, 6, 8, 12)
kept = {n: mesh_opening(n, w, v0) - ref_sr for n in meshes}
dropped = {n: mesh_opening(n, w, 0.0) - ref_sr for n in meshes}
coulomb = {n: mesh_opening(n, 0, 0.0) - ref_full for n in meshes}


def coulomb_law(n):
    size = n * a
    return alpha * C * (-xi / size + 4 * pi * (g_metric + d2 / 3) / size**3)


assert abs(kept[12]) < 5e-4 and abs(kept[8]) < 1e-3
assert abs(kept[8]) < abs(kept[2]) * (2 / 8)**4      # faster than the fourth power
for n in (8, 12):
    assert abs(dropped[n] + alpha * v0 / (n**3 * volume)) < 1e-3
    assert abs(coulomb[n] - coulomb_law(n)) < 2e-3
# a longer range needs a larger mesh
w_long = w / 4
long_error = mesh_opening(4, w_long, C * pi / w_long**2) - real_opening(w_long)
assert abs(long_error) > 10 * abs(kept[4])

# ---- sizes of neglected effects ----
cell = slice(start, start + per_cell)
density = np.mean([np.abs(phi[cell])**2 for phi in occupied], axis=0)
lda_v, lda_c, lda_0 = (np.sum(np.abs(p[cell])**2 * density**(1 / 3)) * dx
                       for p in (psi_v, psi_c, psi_0))
lda_scale = -C * (6 / pi)**(1 / 3)
lda_change = -alpha * lda_scale * (lda_c * lda_0**2 - lda_v**3)

eps_inf, eps_static, phonon, temperature = 4.5, 20.0, 0.08, 400.0   # rough oxide values
long_range_gap = (ref_full - ref_sr) / alpha
missing_long = long_range_gap / eps_inf


def upper_couplings(at_edge, at_zero):
    pv = at_edge[:, 0]**2
    return [(at_edge[:, 0] * at_edge[:, b], pv, pv) for b in (2, 3)]


mix = np.array(mesh_sum(8, w, v0, upper_couplings))
relaxation = 3 * np.sum((alpha * mix)**2 / (e_edge[2:4] - e_edge[0]))
frohlich = (1 / eps_inf - 1 / eps_static) * np.sqrt(rydberg / phonon)
polaron_closing = 2 * frohlich * phonon
occupation = 1 / np.expm1(phonon * sc.e / (sc.k * temperature))

# ---- output ----
print(f"lattice constant a = {a:.2f} nm; cell volume = {volume:.5f} nm^3")
print(f"potential amplitude V0 = {V0:.1f} eV; exchange fraction = {alpha:.2f}")
print(f"e^2/(4 pi eps0) = {C:.5f} eV nm")
print(f"range parameter w = {w:.4f} 1/nm; 1/w = {1/w:.4f} nm")
print(f"v(0) from formula    = {v0:.6f} eV nm^3")
print(f"v(0) from quadrature = {v0_quadrature:.6f} eV nm^3")
for label, q in (("2 pi/(8a)", 2 * pi / (8 * a)), ("pi/a", edge)):
    print(f"q = {label} = {q:.3f} 1/nm: v_erfc = {kernel(q*q, w, v0):.5f} eV nm^3, "
          f"v_erfc/v_Coulomb = {kernel(q*q, w, v0)/kernel(q*q, 0, 0):.4f}")
print(f"model gap before exchange = {bare_gap:.3f} eV")
print(f"valence overlap coefficient g = {g_metric:.5f} nm^2")
print(f"conduction overlap coefficient d^2 = {d2:.5f} nm^2")
print(f"screened exchange X, valence edge = {xv_sr:.3f} eV")
print(f"screened exchange X, conduction edge = {xc_sr:.3f} eV")
print(f"gap opening, screened, real space = {ref_sr:.4f} eV")
print(f"gap opening, bare Coulomb, real space = {ref_full:.4f} eV")
print(f"gap with screened exchange, first order = {bare_gap + ref_sr:.3f} eV")
print(f"cubic Madelung constant = {xi:.6f} (no unit)")
print("gap errors in meV: n | erfc, q=0 kept | erfc, q=0 dropped | Coulomb, dropped")
for n in meshes:
    print(f"  {n:2d} | {1e3*kept[n]:9.3f} | {1e3*dropped[n]:10.3f} | {1e3*coulomb[n]:10.3f}")
for n in (8, 12):
    print(f"n = {n}: predicted errors: erfc dropped {-1e3*alpha*v0/(n**3*volume):.3f} meV, "
          f"Coulomb {1e3*coulomb_law(n):.3f} meV")
print(f"range parameter w/4, n = 4, q=0 kept: gap error = {1e3*long_error:.1f} meV")
print("neglected effects:")
print(f"removed semilocal exchange (full-range LDA): gap change = {lda_change:.3f} eV")
print(f"long-range exchange gap term, unscreened = {long_range_gap:.3f} eV")
print(f"same divided by rough eps_inf = {eps_inf:.1f}: {missing_long:.3f} eV")
print(f"valence-edge orbital relaxation, second order = {1e3*relaxation:.2f} meV")
print(f"rough static permittivity = {eps_static:.0f}; phonon energy = {phonon:.2f} eV")
print(f"Frohlich constant for free-electron mass = {frohlich:.2f} (no unit)")
print(f"gap closing by lattice polarization = {polaron_closing:.2f} eV")
print(f"phonon occupation at {temperature:.0f} K = {occupation:.3f} (no unit)")
print("verified")
```

Running it gives:

```
lattice constant a = 0.32 nm; cell volume = 0.03277 nm^3
potential amplitude V0 = 7.0 eV; exchange fraction = 0.25
e^2/(4 pi eps0) = 1.43996 eV nm
range parameter w = 2.0787 1/nm; 1/w = 0.4811 nm
v(0) from formula    = 1.046932 eV nm^3
v(0) from quadrature = 1.046932 eV nm^3
q = 2 pi/(8a) = 2.454 1/nm: v_erfc = 0.88396 eV nm^3, v_erfc/v_Coulomb = 0.2943
q = pi/a = 9.817 1/nm: v_erfc = 0.18703 eV nm^3, v_erfc/v_Coulomb = 0.9962
model gap before exchange = 4.238 eV
valence overlap coefficient g = 0.01242 nm^2
conduction overlap coefficient d^2 = 0.01240 nm^2
screened exchange X, valence edge = 10.128 eV
screened exchange X, conduction edge = 2.320 eV
gap opening, screened, real space = 1.9518 eV
gap opening, bare Coulomb, real space = 2.7136 eV
gap with screened exchange, first order = 6.190 eV
cubic Madelung constant = 2.837297 (no unit)
gap errors in meV: n | erfc, q=0 kept | erfc, q=0 dropped | Coulomb, dropped
   2 |   554.773 |   -443.660 |  -1202.936
   3 |    81.144 |   -214.687 |   -931.533
   4 |    14.945 |   -109.859 |   -745.807
   6 |     0.643 |    -36.336 |   -519.212
   8 |     0.029 |    -15.572 |   -394.077
  12 |    -0.002 |     -4.624 |   -264.617
n = 8: predicted errors: erfc dropped -15.601 meV, Coulomb -394.522 meV
n = 12: predicted errors: erfc dropped -4.622 meV, Coulomb -264.668 meV
range parameter w/4, n = 4, q=0 kept: gap error = 1460.3 meV
neglected effects:
removed semilocal exchange (full-range LDA): gap change = -0.805 eV
long-range exchange gap term, unscreened = 3.047 eV
same divided by rough eps_inf = 4.5: 0.677 eV
valence-edge orbital relaxation, second order = 6.88 meV
rough static permittivity = 20; phonon energy = 0.08 eV
Frohlich constant for free-electron mass = 2.25 (no unit)
gap closing by lattice polarization = 0.36 eV
phonon occupation at 400 K = 0.109 (no unit)
verified
```
